# Frequencies at Another Method's Geometry: Rotations and Coordinate Dependence: a program that tests the result

```python
"""Harmonic analysis of water at a geometry that is not a minimum.

Results under test, for energy V, Cartesian gradient g and Hessian H:
  H (n x X) = n x g           for a rotation about unit axis n,
  V_ss = x_s^T H x_s + g.x_ss for internal coordinates s,
so a nonzero g spoils the rotational null vectors and makes frequencies
depend on the coordinates. At a minimum both effects vanish.
Geometry level: PBE/6-31G*. Frequency level: Hartree-Fock/6-31G*.
Atomic units inside; signed wavenumbers (negative = imaginary) in cm^-1.
Axes: x parallel to H-H, y along the twofold axis, z normal to the plane.
"""
import numpy as np
from scipy import constants
from pyscf import gto, scf, dft

AMU = constants.atomic_mass / constants.m_e
TO_CM = constants.physical_constants[
    "hartree-inverse meter relationship"][0] / 100.0
ATOM_MASS = np.array([15.994915, 1.007825, 1.007825]) * AMU  # 16O, 1H, 1H
MASS = np.repeat(ATOM_MASS, 3)
AXES = np.eye(3)


def run_scf(x, functional=None):
    atoms = [(s, tuple(p)) for s, p in zip("OHH", np.reshape(x, (3, 3)))]
    mol = gto.M(atom=atoms, unit="Bohr", basis="6-31g*", verbose=0)
    if functional is None:
        mf = scf.RHF(mol)
        mf.conv_tol, mf.conv_tol_grad = 1e-11, 1e-7
    else:
        mf = dft.RKS(mol)
        mf.xc = functional
        mf.grids.level = 3
        mf.conv_tol = 1e-10
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    return mf


def gradient(x, functional=None):
    return run_scf(x, functional).nuc_grad_method().kernel().ravel()


def jacobian(function, point, step=1e-4):
    point = np.asarray(point, float)
    columns = []
    for shift in step * np.eye(len(point)):
        columns.append((function(point + shift) - function(point - shift))
                       / (2 * step))
    return np.stack(columns, axis=-1)


def build(p):
    """Cartesian positions from (r1, r2, angle)."""
    r1, r2, angle = p
    s, c = np.sin(angle / 2), np.cos(angle / 2)
    return np.array([0, 0, 0, r1 * s, r1 * c, 0, -r2 * s, r2 * c, 0.0])


def measure(x):
    o, h1, h2 = np.reshape(x, (3, 3))
    a, b = h1 - o, h2 - o
    r1, r2 = np.linalg.norm(a), np.linalg.norm(b)
    return np.array([r1, r2, np.arccos(a @ b / (r1 * r2))])


def polar_to_distance(p):
    return np.array([p[0], p[1], np.sqrt(
        p[0]**2 + p[1]**2 - 2 * p[0] * p[1] * np.cos(p[2]))])


def distance_to_polar(s):
    return np.array([s[0], s[1], np.arccos(
        (s[0]**2 + s[1]**2 - s[2]**2) / (2 * s[0] * s[1]))])


def invert_bonds(p):
    return np.array([1 / p[0], 1 / p[1], p[2]])


# name: (function from polar coordinates, function back to polar)
SETS = {"r1, r2, angle": (np.array, np.array),
        "r1, r2, H-H distance": (polar_to_distance, distance_to_polar),
        "1/r1, 1/r2, angle": (invert_bonds, invert_bonds)}


def optimize(r, angle, model, functional, tolerance):
    """Quasi-Newton search with a fixed model Hessian in (r, angle)."""
    q = np.array([r, angle])

    def place(v):
        return build([v[0], v[0], v[1]])
    for count in range(1, 31):
        force = jacobian(place, q).T @ gradient(place(q), functional)
        if np.max(np.abs(force)) < tolerance:
            return q, count
        q = q - np.linalg.solve(model, force)
    raise AssertionError("geometry search did not converge")


def wavenumber(eigenvalue):
    return np.sign(eigenvalue) * np.sqrt(np.abs(eigenvalue)) * TO_CM


def analyze(x):
    mf = run_scf(x)
    g = mf.nuc_grad_method().kernel().ravel()
    h = mf.Hessian().kernel().transpose(0, 2, 1, 3).reshape(9, 9)
    h = (h + h.T) / 2
    pos = x.reshape(3, 3)
    pos = pos - ATOM_MASS @ pos / ATOM_MASS.sum()
    tangents = np.array([np.cross(n, pos).ravel() for n in AXES])
    shifts = np.array([np.tile(n, 3) for n in AXES])
    weighted = h / np.sqrt(np.outer(MASS, MASS))
    values, vectors = np.linalg.eigh(weighted)
    inertia = (tangents**2) @ MASS
    units = tangents * np.sqrt(MASS) / np.sqrt(inertia)[:, None]
    which = [int(np.argmax((vectors.T @ u)**2)) for u in units]
    rigid = np.vstack([shifts, tangents]) * np.sqrt(MASS)
    basis = np.linalg.qr(rigid.T)[0]
    keep = np.eye(9) - basis @ basis.T
    projected = np.linalg.eigvalsh(keep @ weighted @ keep)
    projected = np.sort(projected[np.argsort(np.abs(projected))[-3:]])
    gg = g.reshape(3, 3)
    w = np.array([np.sum(pos * gg) - (pos @ n) @ (gg @ n) for n in AXES])
    return dict(energy=mf.e_tot, g=g, h=h, tangents=tangents, shifts=shifts,
                values=values, which=which, inertia=inertia, w=w,
                projected=projected)


def chain_rule_hessian(x, data, name):
    forward, back = SETS[name]
    s = forward(measure(x))

    def place(v):
        return build(back(v))
    first = jacobian(place, s)
    second = jacobian(lambda v: jacobian(place, v), s, 1e-3)
    bare = first.T @ data["h"] @ first
    return bare + np.einsum("a,aij->ij", data["g"], second), bare


def differenced_hessian(x, name):
    forward, back = SETS[name]

    def place(v):
        return build(back(v))
    return jacobian(lambda v: jacobian(place, v).T @ gradient(place(v)),
                    forward(measure(x)), 2e-3)


def internal_wavenumbers(x, force_constants, name):
    b = jacobian(lambda y: SETS[name][0](measure(y)), x)
    g_matrix = (b / MASS) @ b.T
    values = np.linalg.eigvals(g_matrix @ force_constants)
    return wavenumber(np.sort(values.real))


def show(label, values, unit="cm^-1"):
    print(f"{label}: " + ", ".join(f"{v:.1f}" for v in values) + " " + unit)


# Geometry from the other method, then the Hartree-Fock analysis there.
start_model = np.array([[1.0, 0.06], [0.06, 0.16]])
q_pbe, _ = optimize(1.83, 1.82, start_model, "pbe,pbe", 1e-5)
x_pbe = build([q_pbe[0], q_pbe[0], q_pbe[1]])
off = analyze(x_pbe)

# Translations stay null; rotations turn the gradient.
assert np.max(np.abs(off["h"] @ off["shifts"].T)) < 2e-5
turned = np.array([np.cross(n, off["g"].reshape(3, 3)).ravel() for n in AXES])
rotation_error = np.max(np.abs(off["tangents"] @ off["h"] - turned))
assert rotation_error < 2e-5 and np.max(np.abs(turned)) > 1e-3

# Energy on a true arc and on the straight tangent, axis z.
phi = 0.01
line = [run_scf(x_pbe + sign * phi * off["tangents"][2]).e_tot
        for sign in (1, -1)]
line_curvature = (sum(line) - 2 * off["energy"]) / phi**2
assert abs(line_curvature - off["w"][2]) < 3e-4
c, s = np.cos(0.3), np.sin(0.3)
turn = np.array([[c, -s, 0], [s, c, 0], [0, 0, 1]])
arc_change = run_scf(x_pbe.reshape(3, 3) @ turn.T).e_tot - off["energy"]
assert abs(arc_change) < 1e-8

# Uncoupled rotations, and the coupled one with the antisymmetric stretch.
rot_values = off["values"][off["which"]]
quotients = off["w"] / off["inertia"]
assert len(set(off["which"])) == 3
assert np.max(np.abs(rot_values[:2] - quotients[:2])) < 1e-8
assert rot_values[2] < quotients[2]
full_vib = off["values"][-3:]
assert abs(rot_values[2] + full_vib[2]
           - quotients[2] - off["projected"][2]) < 1e-8
assert np.max(np.abs(full_vib[:2] - off["projected"][:2])) < 1e-8

# Internal force constants: differenced gradients against the chain rule.
direct, off_waves = {}, {}
for name in SETS:
    direct[name] = differenced_hessian(x_pbe, name)
    chain, bare = chain_rule_hessian(x_pbe, off, name)
    scale = np.max(np.abs(chain))
    assert np.max(np.abs(direct[name] - chain)) < 1e-3 * scale
    off_waves[name] = internal_wavenumbers(x_pbe, direct[name], name)
    assert np.max(np.abs(off_waves[name]
                         - internal_wavenumbers(x_pbe, chain, name))) < 1.5
    if name == "r1, r2, angle":
        angle_bare = bare[2, 2]
polar = direct["r1, r2, angle"]
slope = jacobian(build, measure(x_pbe)).T @ off["g"]
r = q_pbe[0]
k_reciprocal = direct["1/r1, 1/r2, angle"][0, 0] / r**4
assert abs(k_reciprocal - polar[0, 0] - 2 * slope[0] / r) < 5e-4
assert abs(off["w"][2] - r * (slope[0] + slope[1])) < 1e-6
off_spread = np.ptp(np.array(list(off_waves.values())), axis=0)
assert np.max(off_spread) > 10

# Remedy: the Hessian in hand guides the search for the right minimum.
combine = np.array([[1, 0], [1, 0], [0, 1.0]])
q_hf, n_gradients = optimize(*q_pbe, combine.T @ polar @ combine, None, 5e-7)
x_hf = build([q_hf[0], q_hf[0], q_hf[1]])
best = analyze(x_hf)
best_waves = {name: internal_wavenumbers(
    x_hf, chain_rule_hessian(x_hf, best, name)[0], name) for name in SETS}
true_waves = wavenumber(best["projected"])
for waves in best_waves.values():
    assert np.max(np.abs(waves - true_waves)) < 0.5
rigid_best = np.max(np.abs(wavenumber(best["values"][:6])))
assert rigid_best < 20
best_spread = np.ptp(np.array(list(best_waves.values())), axis=0)

# Compressed bonds must give imaginary rotational wavenumbers.
squeeze = 0.04
short = analyze(build([q_hf[0] - squeeze, q_hf[0] - squeeze, q_hf[1]]))
short_rot = wavenumber(short["values"][short["which"]])
assert np.all(short_rot < -50)

print("Water; geometry PBE/6-31G*, frequencies Hartree-Fock/6-31G*")
print(f"Masses 16O, 1H: {ATOM_MASS[0]/AMU:.6f}, {ATOM_MASS[1]/AMU:.6f} u")
print(f"PBE bond length: {q_pbe[0]:.4f} bohr")
print(f"PBE angle: {np.degrees(q_pbe[1]):.2f} degrees")
print(f"HF bond length: {q_hf[0]:.4f} bohr")
print(f"HF angle: {np.degrees(q_hf[1]):.2f} degrees")
print("--- Hartree-Fock at the PBE geometry ---")
print(f"dV/dr for one bond: {slope[0]:.5f} hartree/bohr")
print(f"dV/d(angle): {slope[2]:.5f} hartree/rad")
print(f"Largest element of n x g: {np.max(np.abs(turned)):.5f} hartree/bohr")
print(f"Largest error of H t = n x g: {rotation_error:.1e} hartree/bohr")
print("W about x, y, z: " + ", ".join(f"{v:.5f}" for v in off["w"])
      + " hartree")
print("Moments of inertia x, y, z: "
      + ", ".join(f"{v:.1f}" for v in off["inertia"]) + " m_e bohr^2")
print(f"Tangent-line curvature, axis z: {line_curvature:.5f} hartree")
print(f"Energy change on 0.3 rad true rotation: {arc_change:.1e} hartree")
show("Rotational wavenumbers from W/I, x, y, z", wavenumber(quotients))
show("Rotational wavenumbers from full Hessian, x, y, z",
     wavenumber(rot_values))
print("Vibrations in order: bend, symmetric, antisymmetric stretch")
show("Full Cartesian Hessian", wavenumber(full_vib))
show("Projected Cartesian Hessian", wavenumber(off["projected"]))
for name, waves in off_waves.items():
    show(f"Internal ({name})", waves)
show("Spread over the three internal sets", off_spread)
print(f"Bond force constant, r: {polar[0, 0]:.4f} hartree/bohr^2")
print(f"Same from 1/r, on r scale: {k_reciprocal:.4f} hartree/bohr^2")
print(f"Predicted difference 2V_r/r: {2*slope[0]/r:.4f} hartree/bohr^2")
print(f"Angle force constant: {polar[2, 2]:.4f} hartree/rad^2")
print(f"Same without gradient term: {angle_bare:.4f} hartree/rad^2")
print("--- Hartree-Fock at its own minimum ---")
print(f"Gradient evaluations to reach it: {n_gradients}")
print(f"Largest of six rigid-motion wavenumbers: {rigid_best:.2f} cm^-1")
show("Projected Cartesian Hessian", true_waves)
for name, waves in best_waves.items():
    show(f"Internal ({name})", waves)
print(f"Largest spread over internal sets: {np.max(best_spread):.3f} cm^-1")
show("Shift, PBE geometry minus minimum, projected",
     wavenumber(off["projected"]) - true_waves)
show("Shift, PBE geometry minus minimum, r1, r2, angle",
     off_waves["r1, r2, angle"] - best_waves["r1, r2, angle"])
print(f"--- Bonds {squeeze:.2f} bohr shorter than the HF minimum ---")
show("Rotational wavenumbers x, y, z (negative = imaginary)", short_rot)
print("ALL CHECKS PASSED")
```

Running it gives:

```
Water; geometry PBE/6-31G*, frequencies Hartree-Fock/6-31G*
Masses 16O, 1H: 15.994915, 1.007825 u
PBE bond length: 1.8458 bohr
PBE angle: 102.98 degrees
HF bond length: 1.7906 bohr
HF angle: 105.58 degrees
--- Hartree-Fock at the PBE geometry ---
dV/dr for one bond: 0.02879 hartree/bohr
dV/d(angle): -0.00564 hartree/rad
Largest element of n x g: 0.04064 hartree/bohr
Largest error of H t = n x g: 6.6e-08 hartree/bohr
W about x, y, z: 0.04671, 0.05959, 0.10630 hartree
Moments of inertia x, y, z: 4310.3, 7665.1, 11975.4 m_e bohr^2
Tangent-line curvature, axis z: 0.10638 hartree
Energy change on 0.3 rad true rotation: -4.3e-14 hartree
Rotational wavenumbers from W/I, x, y, z: 722.5, 612.0, 653.9 cm^-1
Rotational wavenumbers from full Hessian, x, y, z: 722.5, 612.0, 653.6 cm^-1
Vibrations in order: bend, symmetric, antisymmetric stretch
Full Cartesian Hessian: 1905.2, 3675.1, 3765.6 cm^-1
Projected Cartesian Hessian: 1905.2, 3675.1, 3765.6 cm^-1
Internal (r1, r2, angle): 1787.6, 3675.0, 3764.7 cm^-1
Internal (r1, r2, H-H distance): 1769.3, 3675.1, 3769.7 cm^-1
Internal (1/r1, 1/r2, angle): 1788.6, 3789.5, 3880.0 cm^-1
Spread over the three internal sets: 19.3, 114.5, 115.2 cm^-1
Bond force constant, r: 0.4973 hartree/bohr^2
Same from 1/r, on r scale: 0.5285 hartree/bohr^2
Predicted difference 2V_r/r: 0.0312 hartree/bohr^2
Angle force constant: 0.1961 hartree/rad^2
Same without gradient term: 0.2227 hartree/rad^2
--- Hartree-Fock at its own minimum ---
Gradient evaluations to reach it: 9
Largest of six rigid-motion wavenumbers: 1.65 cm^-1
Projected Cartesian Hessian: 1826.5, 4056.4, 4174.5 cm^-1
Internal (r1, r2, angle): 1826.5, 4056.4, 4174.5 cm^-1
Internal (r1, r2, H-H distance): 1826.5, 4056.4, 4174.5 cm^-1
Internal (1/r1, 1/r2, angle): 1826.5, 4056.4, 4174.5 cm^-1
Largest spread over internal sets: 0.001 cm^-1
Shift, PBE geometry minus minimum, projected: 78.7, -381.3, -408.9 cm^-1
Shift, PBE geometry minus minimum, r1, r2, angle: -38.9, -381.4, -409.8 cm^-1
--- Bonds 0.04 bohr shorter than the HF minimum ---
Rotational wavenumbers x, y, z (negative = imaginary): -638.1, -635.1, -636.1 cm^-1
ALL CHECKS PASSED
```
